# When Does an Electrochemical Transistor's Drain Current Undershoot and Recover?

## The problem

A p-type conducting polymer film joins a source and a drain and is covered by an electrolyte with a gate electrode. A positive gate step drives cations into the film. Each cation charge displaces an equal charge of holes, so the film conducts less. In the Bernards-Malliaras model the ions charge the film through a series resistance \(R_s\), and the holes drift between the contacts with mobility \(\mu\). The two time scales are

\[
\tau_i=R_sC_d,\qquad \tau_e=\frac{L^2}{\mu |V_D|},
\]

where \(C_d\) is the capacitance of the whole film, \(L\) the channel length and \(V_D\) the drain bias. At \(t=0\) the gate goes from \(V_{G1}\) to \(V_{G2}=V_{G1}+G\), with \(G>0\).

After the step the drain current may fall steadily to its new value. It may instead drop at once below that value and climb back, which is the spike-and-recovery response. At what ratio \(\tau_i/\tau_e\) does one turn into the other?

The source is grounded and \(V_D>0\), so holes enter at the drain. The coordinate \(x\) runs from the drain, \(x=0\), to the source, \(x=L\), and current towards the source is positive. The film is locally neutral, the mobility is constant, the contacts are ideal, the gate capacitance is large and the film never pinches off.

## A tempting solution

Let \(Q_h\) be the hole charge in the film and \(Q\) the ion charge. A hole crosses in the time \(\tau_e\), so the conduction current is \(Q_h/\tau_e\). The holes displaced by ions, \(dQ/dt\) per unit time, must leave. At the drain they move against the incoming current, which suggests

\[
I_D=\frac{Q_h}{\tau_e}-\frac{dQ}{dt}\qquad\text{(wrong)}.
\]

The ionic circuit gives \(dQ/dt=(C_dG/\tau_i)e^{-t/\tau_i}\), and \(Q_h\) exceeds its final value by \(C_dG\,e^{-t/\tau_i}\). The transient is then proportional to \(1/\tau_e-1/\tau_i\), and the response appears to switch at \(\tau_i/\tau_e=1\).

## Where it fails

The expression sends every displaced hole out through the drain. Whether that is allowed can be tested against the applied voltage. With uniform charging, each length \(dx\) releases the current \((dQ/dt)\,dx/L\), so the proposed current at position \(x\) is

\[
I(x)=\frac{Q_h}{\tau_e}-\frac{dQ}{dt}+\frac{x}{L}\frac{dQ}{dt}.
\]

The hole charge per length is \(Q_h/L\), so a slice \(dx\) has resistance \(L\,dx/(\mu Q_h)\). The average of \(x/L\) is \(1/2\), and the total voltage drop comes out as

\[
\frac{L}{\mu Q_h}\int_0^L I\,dx
=\frac{L^2}{\mu Q_h}\left(\frac{Q_h}{\tau_e}-\frac12\frac{dQ}{dt}\right)
=V_D-\frac{L^2}{2\mu Q_h}\frac{dQ}{dt}.
\]

This is less than \(V_D\) while the film charges. Charge is conserved, but the voltage condition is broken. That condition decides how the displaced holes divide between the contacts.

## The right solution

Let \(\lambda(x,t)\) be the hole charge per length and \(q(x,t)\) the ion charge per length. Neutrality reads \(\lambda=\lambda_0-q\), with \(\lambda_0\) the value without injected cations. Hole conservation, \(\partial\lambda/\partial t+\partial I/\partial x=0\), becomes

\[
\frac{\partial I}{\partial x}=\frac{\partial q}{\partial t}.
\]

The current is driven by the hole electrochemical potential, written as a voltage \(\varphi\):

\[
I=-\mu\lambda\frac{\partial\varphi}{\partial x}.
\]

This form contains both drift and diffusion. Dividing by \(\mu\lambda\) and integrating between ideal contacts gives

\[
\int_0^L\frac{I}{\mu\lambda}\,dx=\varphi(0)-\varphi(L)=V_D.
\]

For uniform charging \(q=Q/L\) and \(\lambda=Q_h/L\). Continuity gives \(I(x)=I(0)+(x/L)\,dQ/dt\), and the voltage condition becomes

\[
\frac{L}{\mu Q_h}\left[L\,I(0)+\frac L2\frac{dQ}{dt}\right]=V_D .
\]

Solving for the drain current,

\[
I_D=I(0)=\frac{Q_h}{\tau_e}-\frac12\frac{dQ}{dt}.
\]

No small change of \(Q_h\) was assumed.

Now insert the ionic response. When variations of potential along the channel are small compared with \(G\), the film charges as one RC circuit:

\[
Q=Q_1+C_dG\left(1-e^{-t/\tau_i}\right),\qquad
\frac{dQ}{dt}=\frac{C_dG}{\tau_i}e^{-t/\tau_i}.
\]

If \(Q_{h1}\) is the initial hole charge, neutrality gives \(Q_h=Q_{h1}-C_dG+C_dG\,e^{-t/\tau_i}\). With \(I_{ss}=(Q_{h1}-C_dG)/\tau_e\) and \(\Delta I=C_dG/\tau_e\),

\[
I_D(t)=I_{ss}+\Delta I\left(1-\frac{\tau_e}{2\tau_i}\right)e^{-t/\tau_i}.
\]

Its slope is

\[
\frac{dI_D}{dt}=-\frac{\Delta I}{\tau_i}
\left(1-\frac{\tau_e}{2\tau_i}\right)e^{-t/\tau_i}.
\]

The slope changes sign at

\[
\boxed{\frac{\tau_i}{\tau_e}=\frac12}.
\]

Above this ratio the current decays to \(I_{ss}\). Below it the current starts under \(I_{ss}\) and recovers. At the ratio itself the immediate drop equals the whole steady change, and the current is a single step.

If charging is fast enough, the drain current even reverses at first. Setting \(I_D(0^+)<0\) gives

\[
\frac{Q_{h1}}{\tau_e}<\frac{C_dG}{2\tau_i}
\quad\Longrightarrow\quad
\frac{\tau_i}{\tau_e}<\frac{C_dG}{2Q_{h1}} .
\]

## Unequal charging and the sign of the drain bias

Suppose the added ion charge is \(\delta Q(t)g(x)\), with \(\int_0^Lg\,dx=1\), on an initially uniform hole charge \(\lambda_1\). For weak modulation, \(1/\lambda\simeq(1+\delta Q\,g/\lambda_1)/\lambda_1\). To first order the voltage condition is

\[
\mu\lambda_1V_D=I(0)\left(L+\frac{\delta Q}{\lambda_1}\right)
+\frac{d\,\delta Q}{dt}\int_0^L\!dx\int_0^x\!g(x')\,dx'.
\]

Exchanging the order of integration turns the double integral into \(\int_0^Lg(x')(L-x')\,dx'=Lf\), where

\[
f=\int_0^L g(x)\left(1-\frac xL\right)dx .
\]

Dividing by \(L\) and keeping first-order terms, with \(Q_{h1}=\lambda_1L\),

\[
I_D=\frac{Q_{h1}-\delta Q}{\tau_e}-f\frac{d\,\delta Q}{dt}.
\]

For a single ionic exponential the switch is therefore at \(\tau_i/\tau_e=f\). Here \(f\) is the share of displaced holes leaving through the injecting contact. A profile symmetric about the middle has \(f=1/2\). The profile \(Lg=0.4+1.2x/L\), weighted towards the source, has

\[
f=0.4\cdot\frac12+1.2\left(\frac12-\frac13\right)=0.4 .
\]

A direct solution of the channel equations at 0.1% modulation gives a switch at 0.4000 for this profile.

The source current is \(I(L)=I(0)+d\,\delta Q/dt\), so its transient factor is \(1+(1-f)\tau_e/\tau_i\). This is positive at every ratio, and the source current has no switch.

Reversing the drain bias exchanges the contacts. For \(V_D<0\) the drain collects holes, and the magnitude of its current has the factor \(1+f_D\tau_e/\tau_i\), where \(f_D\) is the drain's share. It jumps up and then decays, whatever the ratio. The switch appears in the source current instead, at \(1-f_D\), again \(1/2\) for uniform charging. The question as posed thus has an answer only when the drain injects the holes.

## A worked device

Take a PEDOT:PSS film 100 µm long, 100 µm wide and 100 nm thick. Rough typical values are a mobility of 1 cm²/Vs and a capacitance of 40 F/cm³; the hole density is set at \(1.5\times10^{20}\) cm⁻³. The drain bias is 0.05 V and the gate steps from 0.10 to 0.30 V. Then

\[
C_d=40\times10^{-2}\times10^{-2}\times10^{-5}\ \text{F}=40\ \text{nF},
\qquad
\tau_e=\frac{(10^{-2})^2}{1\times0.05}\ \text{s}=2.0\ \text{ms}.
\]

The pinch-off voltage \(V_p\), the hole charge density divided by the volumetric capacitance, is 0.601 V. To find the steady currents, let the local ion charge be \((C_d/L)(V_G-V)\), with \(V\) the local channel potential. Neglecting hole diffusion here, integration of the steady current from drain to source gives

\[
I=\frac{\mu C_d}{L^2}\int_0^{V_D}(V_p-V_G+V)\,dV
=\frac{C_d}{\tau_e}\left(V_p-V_G+\frac{V_D}{2}\right).
\]

This is 10.52 µA before the step and 6.52 µA long after it, so \(\Delta I=4.00\) µA.

The switch requires \(\tau_i=1.0\) ms, or \(R_s=1.0\ \text{ms}/40\ \text{nF}=25\) kΩ. As an estimate, replace the square film by an equipotential disk of equal area, radius \(a=56.4\) µm, facing a distant gate. Its spreading resistance is \(R_s=1/(4\kappa a)\), with \(\kappa\) the electrolyte conductivity. The critical conductivity is then 1.77 mS/cm. This value is good to roughly 10%, because the film edges charge first and the ionic response is not exactly one exponential. Two dilute salt solutions lie on either side of it.

**Electrolyte A, 1 mS/cm.** The resistance is 44.3 kΩ, so \(\tau_i=1.77\) ms and the ratio is 0.886. The transient factor is \(1-0.5/0.886=0.436\), and

\[
I_D(0^+)=6.52+0.436\times4.00=8.26\ \text{µA}.
\]

The current decays from there. The wrong formula has the factor \(1-1/0.886=-0.13\). It predicts a start near 6.0 µA, below the final current, and hence the wrong kind of response.

**Electrolyte B, 4 mS/cm.** The resistance is 11.1 kΩ, so \(\tau_i=0.443\) ms and the ratio is 0.222. The factor is \(-1.257\), and

\[
I_D(0^+)=6.52-1.257\times4.00=1.49\ \text{µA}.
\]

The current then recovers to 6.52 µA. It does not reverse, because the ratio lies above the reversal limit of 0.190.

## How much does the drain bias disturb the answer?

The single RC circuit ignores variations of \(V\) along the channel. A distributed model gives each slice its own ionic resistance and ignores ionic currents between slices, a simplification of the shared electrolyte above:

\[
\frac{\partial q}{\partial t}=\frac{c(V_G-V)-q}{\tau_i},\qquad c=\frac{C_d}{L}.
\]

Solved together with continuity and hole drift, it confirms the decay in A and the recovery in B. The largest difference from the simple formula is 0.4% of \(\Delta I\) in A and 4.3% in B.

The first-order shift of the switch can be found by hand. Let \(h_0=V_p-V_{G1}\), \(\varepsilon=V_D/h_0\) and \(s=x/L\). Before the step \(\lambda\simeq ch_0[1+\varepsilon(1-s)]\). Just after it \(\lambda\) is unchanged, but the potential has risen by some \(w(x)\), zero at both contacts, and \(\partial q/\partial t=c(G-w)/\tau_i\). The extra current \(j=-\mu\lambda\,\partial w/\partial x\) obeys \(\int_0^L(j/\lambda)\,dx=0\). Since \(j(x)=j(0)+\int_0^x(\partial q/\partial t)\,dx'\),

\[
j(0)=-\frac{C_dG}{\tau_i}f_0,\qquad
f_0=\int_0^1W\left(1-\frac wG\right)ds,\qquad
W(s)=\frac{\int_s^1ds'/\lambda}{\int_0^1ds'/\lambda}.
\]

The initial current equals \(I_{ss}\) when \(\tau_i/\tau_e=f_0\). Two effects move \(f_0\) away from \(1/2\).

First, the channel is more resistive near the source, which sends more displaced holes to the drain. Exchanging the integrals and using \(1/\lambda\propto1-\varepsilon(1-s)\),

\[
\int_0^1W\,ds=\frac{\int_0^1(s/\lambda)\,ds}{\int_0^1ds/\lambda}
\simeq\frac{1/2-\varepsilon/6}{1-\varepsilon/2}
\simeq\frac12+\frac{\varepsilon}{12}.
\]

Second, pushing holes out raises the channel potential, which slows the ions. To leading order \(-\mu h_0\,\partial^2w/\partial x^2=G/\tau_i\). Because \(L^2/(\mu h_0)=\varepsilon\tau_e\), this gives \(w/G=\varepsilon(\tau_e/\tau_i)s(1-s)/2\). With \(W\simeq1-s\), \(f_0\) falls by

\[
\frac{\varepsilon\tau_e}{2\tau_i}\int_0^1s(1-s)^2ds=\frac{\varepsilon\tau_e}{24\tau_i}.
\]

At \(\tau_i/\tau_e=1/2\) this is \(\varepsilon/12\), and the two shifts cancel. For the example \(\varepsilon=0.0998\). The distributed model gives shifts of \(+0.0079\) and \(-0.0079\), and the initial and final currents are equal at a ratio of 0.5000.

Away from the switch the cancellation is lost. For B the net shift of \(f_0\) is \(0.0083-0.0188=-0.0105\), which raises the initial current by \(4.00\times0.0105/0.222\simeq0.19\) µA. The distributed value is 1.66 µA, or 0.17 µA above the simple formula.

## Beside a real device

If a device is run with negative drain bias, the switch belongs to the source current. At a bias of several tenths of a volt, of either sign, the small-bias estimate above need not hold. Constant mobility is another weak assumption. Suppose \(\mu\propto Q_h^m\), with \(\tau_e\) defined by the initial mobility. The conduction current becomes \((Q_{h1}/\tau_e)(Q_h/Q_{h1})^{1+m}\). With \(u=e^{-t/\tau_i}\), so that \(dQ_h/du=C_dG\),

\[
\frac{dI_D}{du}=C_dG\left[\frac{1+m}{\tau_e}\left(\frac{Q_h}{Q_{h1}}\right)^m-\frac1{2\tau_i}\right].
\]

Since \(u\) falls with time, a positive bracket means decay. For \(m>0\) the bracket is largest at the start and smallest at the end. The response is pure recovery below \(\tau_i/\tau_e=1/[2(1+m)]\), and pure decay above that value multiplied by \((Q_{h1}/Q_{h,\text{final}})^m\). In between, the current first falls and then recovers. For a trial exponent \(m=0.5\) this window runs from 0.33 to 0.42, so the critical resistance of 25 kΩ becomes a range of about 17 to 21 kΩ. Electrolytes A and B keep their kinds of response.

Two smaller effects can be sized. For a nondegenerate hole gas, the change of chemical potential on removing holes adds \(k_BT/e\) divided by the remaining hole voltage to the inverse capacitance, in relative terms. That is about 8% at the final density and 300 K, and it raises the critical resistance by up to that fraction. The same correction, measured from the film without injected cations, raises the final steady current of the example from 6.52 to about 6.8 µA. At densities near \(10^{20}\) cm⁻³ the holes need not be nondegenerate. For a parabolic band with the free-electron mass the 8% becomes about 16%, while for hopping among \(10^{21}\) equal sites per cm³ it stays near 9%. A measured volumetric capacitance already includes this contribution at the density where it was measured. For ion diffusion through the film thickness \(d\), an assumed coefficient \(D=10^{-6}\) cm²/s gives \(d^2/D=0.1\) ms. A film fed from one face and blocked at the other relaxes with slowest time \(4d^2/(\pi^2D)=0.04\) ms. This is about 2% of \(\tau_i\) in A and 9% in B, where a single ionic exponential is a rougher description. The numerical output lists the values used here.

## Values computed for the example and the checks

```
Channel length = 100 um
Channel width = 100 um
Film thickness = 100 nm
Hole mobility = 1.00 cm2/Vs
Hole density = 1.50e+20 cm^-3
Volumetric capacitance = 40.0 F/cm3
Gate before, after = 0.10, 0.30 V
Drain bias = 0.050 V
Pinch-off voltage = 0.6008 V
Channel capacitance = 40.00 nF
Electronic transit time = 2.000 ms
Equal-area disk radius = 56.42 um
Critical ionic time = 1.000 ms
Critical resistance = 25.00 kohm
Critical conductivity = 1.772 mS/cm
Initial steady current = 10.516 uA
Final steady current = 6.516 uA
Steady current change = 4.000 uA
Initial-reversal ratio = 0.1902 (no unit)
A: conductivity = 1.00 mS/cm
A: resistance = 44.31 kohm
A: ionic time = 1.772 ms
A: time ratio = 0.8862 (no unit)
A: transient factor = 0.4358 (no unit)
A: t/tau_i=0, lumped, distributed = 8.260, 8.244 uA
A: t/tau_i=1, lumped, distributed = 7.158, 7.156 uA
A: t/tau_i=3, lumped, distributed = 6.603, 6.605 uA
A: largest error/current change = 0.39 %
B: conductivity = 4.00 mS/cm
B: resistance = 11.08 kohm
B: ionic time = 0.443 ms
B: time ratio = 0.2216 (no unit)
B: transient factor = -1.2568 (no unit)
B: t/tau_i=0, lumped, distributed = 1.489, 1.660 uA
B: t/tau_i=1, lumped, distributed = 4.667, 4.679 uA
B: t/tau_i=3, lumped, distributed = 6.266, 6.245 uA
B: largest error/current change = 4.26 %
Small-bias largest error = 0.125 %
Source-weighted f, solved threshold = 0.4000, 0.4000
Symmetric f, solved threshold = 0.5000, 0.4999
Bias parameter epsilon = 0.09984 (no unit)
Resistance shift of f = +0.007924 (no unit)
Extraction shift of f = -0.007876 (no unit)
Finite-bias threshold = 0.5000488 (no unit)
Trial mobility exponent = 0.50 (no unit)
Mobility window = 0.3333 to 0.4235 (no unit)
Temperature = 300 K
Thermal/final hole voltage = 7.93 %
Film ion diffusion coefficient = 1.0e-06 cm2/s
Film ion diffusion time = 0.100 ms
Mean channel field = 5.00e-06 MV/cm
```
